# Inverse-Square Tail of the GW Gap in Repeated Monolayers

## A charge between two mirrors

Put an electron midway between two ideal, grounded metal planes, each at distance $D$. Its images lie at $z=2nD$ with charge $(-1)^n$ relative to the electron, for every non-zero integer $n$. Write $e^2$ for $e^2/(4\pi\varepsilon_0)=14.40$ eV Å. The interaction of the electron with its images is

$$
W_{\rm ind}=2\sum_{n\ge1}\frac{(-1)^n e^2}{2nD}=-\frac{e^2\ln 2}{D}.
$$

The energy of the electron changes by half of this, because the images grow in proportion to the charge that creates them. A hole costs less by the same amount. The gap is the cost of adding an electron plus the cost of adding a hole, so it changes by the whole of $W_{\rm ind}$. For $D=20$ Å this is $-0.50$ eV.

A GW calculation of a monolayer in a periodic cell, with an untruncated Coulomb interaction, also surrounds each added charge with polarizable neighbours. This suggests a gap error proportional to one over the vacuum width. For semiconducting neighbours and converged Brillouin-zone sampling, however, that is not the law at large spacing. The error falls as the inverse square, and the $1/w$ law is an approximate description of a crossover.

## Estimate with semiconducting neighbours

Let each layer be a slab of thickness $d$ and dielectric constant $\varepsilon$, with vacuum of width $w$ between slabs. The period is $L=w+d$. At distances from the charge much larger than $\varepsilon d$, a slab acts as a thin sheet polarized by the bare field of the charge.

The field component along the slab is continuous, so the dipole per area and per unit field is $\alpha_\parallel=(\varepsilon-1)d/4\pi$. The normal component is reduced by $1/\varepsilon$ inside, so $\alpha_\perp=(1-1/\varepsilon)d/4\pi$.

At in-plane distance $r$ on a sheet at distance $D$, the squared field components of the charge are $e^2r^2/(r^2+D^2)^3$ and $e^2D^2/(r^2+D^2)^3$. With $s=r^2$, their integrals over the sheet are

$$
\pi e^2\!\int_0^\infty\!\frac{s\,ds}{(s+D^2)^3}=\frac{\pi e^2}{2D^2},\qquad
\pi e^2\!\int_0^\infty\!\frac{D^2\,ds}{(s+D^2)^3}=\frac{\pi e^2}{2D^2}.
$$

The polarization energy is $-\tfrac12\alpha$ times the squared field, and $W_{\rm ind}$ is twice that energy. One sheet therefore gives $-(\pi/2)e^2(\alpha_\parallel+\alpha_\perp)/D^2$. The sheets lie at $D=nL$ on both sides, and $2\sum_n n^{-2}=\pi^2/3$. Since $\alpha_\parallel+\alpha_\perp=(\varepsilon-1/\varepsilon)d/4\pi$,

$$
\Delta E\simeq-\frac{C}{L^2},\qquad
C=\frac{\pi^2}{24}\,e^2\left(\varepsilon-\frac1\varepsilon\right)d ,
$$

where $\Delta E=E_{\rm gap}(w)-E_{\rm gap}(\infty)$. At leading order $L$ may be replaced by $w$.

Take the round parameters $d=6$ Å and $\varepsilon=12$. Then $C=0.4112\times14.40\times11.917\times6=423$ eV Å$^2$. At $w=20$ Å, $C/w^2$ is 1.06 eV, more than the mirrors gave at the same distance. Part of the excess comes from writing $w$ for $L$: $C/L^2$ is 0.63 eV, still more than the 0.38 eV that mirrors give at $L=26$ Å. The estimate has been used outside its range. It ignores the screening by the charge's own layer, the mutual polarization of the layers, and the field that the induced charge of each neighbour exerts on that neighbour itself. All three must be included to see what happens at ordinary spacings.

## From the self-energy to the image interaction

Assume that the layers do not exchange electrons, that $\varepsilon$ does not change with $w$, and that the band-edge charge sits at the slab centre. The self-energy is evaluated at the quasiparticle energy, with quasiparticle energies in the Green function. A linearized one-shot calculation can have a different prefactor, which is not treated here.

Let $\Delta W$ be the change of the screened interaction caused by the other layers. A band-edge state scatters by the in-plane wave vector $q$ within its own band. The intermediate state lies at energy $E+s\delta$, where $\delta=\hbar^2q^2/2m$ is the recoil energy, $s=+1$ for the empty edge and $s=-1$ for the filled edge. With $\omega$ measured as an energy, the GW convolution along the imaginary axis is

$$
\Delta\Sigma=-\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,
\frac{\Delta W(i\omega)}{i\omega-s\delta}
=s\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,
\frac{\delta\,\Delta W(i\omega)}{\omega^2+\delta^2}.
$$

No pole terms are added, because no state lies between the Fermi level and the band edge. The second form follows from $1/(i\omega-s\delta)=-(i\omega+s\delta)/(\omega^2+\delta^2)$; the part odd in $\omega$ vanishes because $\Delta W(i\omega)$ is even.

When $\delta$ is small compared with the excitation energies of the slab, the Lorentzian samples $\Delta W$ at $\omega=0$. Its integral over $\omega$ is $\pi$, so $\Delta\Sigma=\tfrac{s}{2}\Delta W(0)$. The gap shift is

$$
\Delta E=\tfrac12\Delta W-\left(-\tfrac12\Delta W\right)=\Delta W .
$$

This is the factor found with the mirrors. Scattering into other bands has a squared matrix element proportional to $q^2$, because different bands are orthogonal at $q=0$. With $q\sim1/w$ it is smaller by two powers of $1/w$ at large $w$, and it is left out. Also left out is the change of $\Sigma$ that comes from the isolated-layer interaction acting on the shifted energies in the Green function. Intermediate states on the same side of the gap shift together with $E$ and give nothing. States across the gap move by $\Delta E$ relative to $E$, so to first order this term can rescale $\Delta E$ by a factor independent of $w$, but it cannot change the power of $w$.

The static limit was checked with a slab whose oscillator energy is 5 eV and a band mass of 0.5 electron masses. At $w=20$ Å the two edges move by $-0.059$ and $+0.059$ eV, and the gap shift agrees with the static one to better than 0.1%.

The sampling along the stacking direction also matters. Let $W_{n0}(q)$ be the interaction between charges in layers $n$ and $0$. At wave vector $k_z$ the calculation contains $\sum_n e^{-ik_znL}W_{n0}$, and the average over $k_z$ leaves $W_{00}$: one charge, in one layer. The single point $k_z=0$ gives $\sum_nW_{n0}$, a charge repeated in every layer. At $q=0.05$ Å$^{-1}$ and $w=20$ Å the two results, in units of $2\pi e^2/q$, are 0.341 and 0.447. A fixed grid of $N$ points $k_zL=(2j+1)\pi/N$ leaves copies of the charge, of alternating sign, in every $N$-th layer. At large $w$ they add $2\sum_{m\ge1}(-1)^me^2/(mNL)=-2\ln2\,e^2/(NL)$ to the gap, a sampling error that does fall as $1/w$. What follows requires converged sampling in the plane and along $k_z$.

## The interaction in the layered dielectric

For a charge at $z=0$, the centre of a slab, the interaction at wave vector $q$ obeys

$$
-\frac{d}{dz}\left(\varepsilon(z)\frac{dW}{dz}\right)+\varepsilon(z)q^2W=4\pi e^2\delta(z).
$$

Define $u=\varepsilon W'/q$. Both $W$ and $u$ are continuous at an interface. Inside a uniform layer $W'=qu/\varepsilon$ and $u'=\varepsilon qW$, so a layer of thickness $a$ carries the pair $(W,u)$ forward with the matrix

$$
T_\varepsilon(a)=\begin{pmatrix}\cosh qa&\varepsilon^{-1}\sinh qa\\ \varepsilon\sinh qa&\cosh qa\end{pmatrix}.
$$

From one slab centre to the next the matrix is $M=T_\varepsilon(d/2)\,T_1(w)\,T_\varepsilon(d/2)$. Write $C_d,S_d$ for $\cosh,\sinh$ of $qd/2$ and $C_w,S_w$ for those of $qw$. Multiplication gives

$$
\begin{aligned}
M_{11}=M_{22}&=C_w(C_d^2+S_d^2)+S_wS_dC_d(\varepsilon+1/\varepsilon),\\
M_{12}&=S_w(C_d^2+S_d^2/\varepsilon^2)+2C_wS_dC_d/\varepsilon,\\
M_{21}&=S_w(C_d^2+\varepsilon^2S_d^2)+2\varepsilon C_wS_dC_d .
\end{aligned}
$$

Away from the charge, the solution is multiplied by a constant $\lambda<1$ in each period:

$$
M_{11}W+M_{12}u=\lambda W,\qquad M_{21}W+M_{11}u=\lambda u .
$$

Divide the first equation by $W$ and the second by $u$, and subtract. The result is $(u/W)^2=M_{21}/M_{12}$. The first equation then reads $\lambda=M_{11}+M_{12}u/W$, so decay requires the negative root, $u/W=-\sqrt{M_{21}/M_{12}}$.

Integrating the Poisson equation across the charge, with $W$ even in $z$, gives $-2q\,u(0^+)=4\pi e^2$. Hence $W(0)=(2\pi e^2/q)\,S$ with $S=\sqrt{M_{12}/M_{21}}$. Dividing both elements by $S_wC_d^2$, and setting $t=\tanh(qd/2)$ and $c=\coth(qw)$,

$$
S^2=\frac{1+2ct/\varepsilon+t^2/\varepsilon^2}{1+2\varepsilon ct+\varepsilon^2t^2}.
$$

For an isolated layer $c=1$, both expressions are perfect squares, and $S_\infty=(1+t/\varepsilon)/(1+\varepsilon t)$. The gap shift is the in-plane integral of the difference:

$$
\Delta E=\int\!\frac{d^2q}{(2\pi)^2}\frac{2\pi e^2}{q}(S-S_\infty)
=e^2\int_0^\infty dq\,(S-S_\infty).
$$

## Large vacuum

The difference $c-1$ decays as $e^{-2qw}$, so the integral comes from $q\sim1/w$. For $w\gg\varepsilon d$, expand in $qd$. Let $a=qdc$ and $\tau=qd/2$. To second order,

$$
S^2=\frac{1+a/\varepsilon+\tau^2/\varepsilon^2}{1+\varepsilon a+\varepsilon^2\tau^2}.
$$

Taking half the logarithm,

$$
\ln S=-\tfrac12\left(\varepsilon-\tfrac1\varepsilon\right)a
+\tfrac14\left(\varepsilon^2-\tfrac1{\varepsilon^2}\right)a^2
-\tfrac12\left(\varepsilon^2-\tfrac1{\varepsilon^2}\right)\tau^2 .
$$

Now use $S=1+\ln S+\tfrac12(\ln S)^2$. The square adds $\tfrac18(\varepsilon-1/\varepsilon)^2a^2$, and the total coefficient of $a^2$ is

$$
\tfrac18\left(\varepsilon-\tfrac1\varepsilon\right)\left[2\left(\varepsilon+\tfrac1\varepsilon\right)+\varepsilon-\tfrac1\varepsilon\right]
=\tfrac18\left(\varepsilon-\tfrac1\varepsilon\right)\left(3\varepsilon+\tfrac1\varepsilon\right).
$$

The expansion of $S_\infty$ is the same with $c=1$. The $\tau^2$ terms cancel in the difference, and $c^2-1=1/\sinh^2(qw)$:

$$
S-S_\infty=\left(\varepsilon-\tfrac1\varepsilon\right)\left[
-\frac{qd}{2}(c-1)+\frac{q^2d^2}{8}\,\frac{3\varepsilon+1/\varepsilon}{\sinh^2(qw)}\right].
$$

With $x=qw$ and $\coth x-1=2\sum_{n\ge1}e^{-2nx}$, the first integral is

$$
\int_0^\infty x(\coth x-1)\,dx=2\sum_{n\ge1}\frac1{4n^2}=\frac{\pi^2}{12}.
$$

The second follows by parts, since $-1/\sinh^2x$ is the derivative of $\coth x-1$:

$$
\int_0^\infty\frac{x^2\,dx}{\sinh^2x}=2\int_0^\infty x(\coth x-1)\,dx=\frac{\pi^2}{6}.
$$

Therefore

$$
\Delta E=-\frac{C}{w^2}\left[1-\frac{K}{w}+\dots\right],\qquad
K=\frac d2\left(3\varepsilon+\frac1\varepsilon\right).
$$

The coefficient $C$ is that of the sheet estimate. The new information is its range: the inverse-square law needs $w\gg K$. In the example $K=3\times36.08=108$ Å. At $w=1000$ Å the full integral gives $-0.382$ meV, the leading term $-0.423$ meV and the two-term formula $-0.378$ meV.

## Why mirrors give one power less

Let a potential $e^{-qz}$ fall on a slab occupying $0<z<d$, with reflected part $Re^{qz}$. Beyond the slab the wave decays, so $(W,u)\propto(1,-1)$ at $z=d$. Carrying this back with $T_\varepsilon(-d)$ gives, to first order in $qd$, $(1+qd/\varepsilon,\,-1-\varepsilon qd)$ at $z=0$. There $u/W=(R-1)/(R+1)\simeq-1+2R$, and hence

$$
R\simeq-\tfrac12\left(\varepsilon-\tfrac1\varepsilon\right)qd .
$$

A reflector at distance $D$ contributes $e^2\int dq\,R\,e^{-2qD}$ if repeated reflections are neglected. An ideal mirror has $R=-1$ at every $q$, and the integral scales as $1/D$. The semiconducting slab has $R\propto q$, and the integral scales as $1/D^2$. The integral comes from $q\sim1/w$, where, for $w\gg\varepsilon d$, the reflection of the slabs is of order $\varepsilon d/w$. With converged $k_z$ sampling, a true $1/w$ law thus needs neighbours whose reflection at these wave vectors stays finite as $w$ grows, for instance conducting layers placed between the semiconducting ones. A repeated semiconducting monolayer does not supply them.

## Small vacuum and the crossover

When $w\to0$ at fixed $q$, $c\to\infty$ and $S\to1/\varepsilon$, the bulk value. The difference from the isolated layer is

$$
\frac1\varepsilon-\frac{1+t/\varepsilon}{1+\varepsilon t}
=-\frac{(\varepsilon-1)(1-t)}{\varepsilon(1+\varepsilon t)} .
$$

With $dq=(2/d)\,dt/(1-t^2)$ and partial fractions,

$$
\Delta E(0)=-\frac{2e^2}{\varepsilon d}\int_0^1\!dt\left[\frac{\varepsilon}{1+\varepsilon t}-\frac1{1+t}\right]
=-\frac{2e^2}{\varepsilon d}\ln\frac{1+\varepsilon}{2}.
$$

This is $-0.75$ eV in the example. It is a limit of the model; real layers in contact would also exchange electrons.

The shift is thus finite at small $w$ and falls as $w^{-2}$ at large $w$. The local exponent $p=-d\ln|\Delta E|/d\ln w$ must pass from 0 to 2, and so through 1.

| $w$ (Å) | $\Delta E$ (eV) | $w\,\Delta E$ (eV Å) | $p$ |
|---:|---:|---:|---:|
| 10 | −0.198 | −1.98 | 0.65 |
| 20 | −0.118 | −2.37 | 0.85 |
| 30 | −0.082 | −2.45 | 0.98 |
| 50 | −0.047 | −2.37 | 1.16 |
| 100 | −0.019 | −1.94 | 1.41 |
| 1000 | −0.0004 | −0.38 | 1.90 |

The exponent equals 1 at $w=32$ Å and lies between 0.8 and 1.2 from 17 to 56 Å. At the listed spacings from 20 to 50 Å, $|w\,\Delta E|$ varies by less than 4% of its largest value. Data from this range look like a $1/w$ law, although the product later falls towards zero.

## What a straight-line extrapolation does

Let $x=1/w$. The tangent to $\Delta E(x)$ meets $x=0$ at

$$
\Delta E-x\frac{d\Delta E}{dx}=\Delta E\,(1-p),
$$

because $p=d\ln|\Delta E|/d\ln x$. This intercept is the error of the extrapolated gap. Since $\Delta E<0$, the gap comes out too small where $p<1$ and too large where $p>1$.

A line through the points $w$ and $2w$ has the intercept $2\Delta E(2w)-\Delta E(w)$. For 10 and 20 Å this is $2(-0.1183)+0.1981=-0.0385$ eV, while the uncorrected error at 20 Å is $-0.118$ eV. For 20 and 40 Å the intercept is $-0.003$ eV, because the intercept is the difference of $w\,\Delta E$ at the two points divided by the smaller $w$, and this product, which is extremal at $p=1$, takes nearly equal values at 20 and 40 Å. For 40 and 80 Å it is $+0.008$ eV. For these three pairs the extrapolation reduces the error, but its success does not establish the asymptotic law. Where the inverse-square law holds, $\Delta E(w)=4\Delta E(2w)$ and the intercept is $-2\Delta E(2w)$: the line then doubles the error at $2w$ and reverses its sign.

Without extrapolation, an error of 0.05 eV relative to the isolated layer requires 48 Å of vacuum. The leading term alone would ask for $\sqrt{423/0.05}=92$ Å, because at these spacings $w$ is still smaller than $K$. The numerical check below compares the layered interaction with direct solutions of the Poisson equation and tests both limits of the gap shift.

## Calculated quantities

```
e^2/(4 pi eps0) = 14.39965 eV angstrom
slab thickness d = 6.0 angstrom
slab dielectric constant eps = 12.0
S at q = 0.05 1/angstrom, w = 20 angstrom:
  formula 0.34095, finite stack 0.34095
  k_z average 0.34095, k_z = 0 only 0.44724
oscillator energy in dynamic test = 5.0 eV
band mass in dynamic test = 0.5 electron masses
dynamic shift, empty edge, w=20: -0.0592 eV
dynamic shift, filled edge, w=20: 0.0592 eV
dynamic/static gap shift, w=20: 1.0004
dynamic/static, w=200: 0.99999
tail coefficient C = 423.40 eV angstrom^2
C from distant sheets = 423.39 eV angstrom^2
correction length, formula = 108.25 angstrom
correction length, integral = 108.14 angstrom
zero-vacuum shift, formula = -0.7487 eV
shift at w = 0.0001 angstrom = -0.7487 eV
mirrors at 20 angstrom: -0.4991 eV
w (angstrom), dE (eV), w*dE (eV angstrom), p, -C/w^2 (eV)
       5   -0.293669   -1.4683  0.4929  -16.935824
      10   -0.198133   -1.9813  0.6488   -4.233956
      15   -0.149020   -2.2353  0.7587   -1.881758
      20   -0.118332   -2.3666  0.8455   -1.058489
      30   -0.081773   -2.4532  0.9793   -0.470440
      50   -0.047353   -2.3677  1.1613   -0.169358
     100   -0.019411   -1.9411  1.4092   -0.042340
     200   -0.006767   -1.3535  1.6229   -0.010585
    1000   -0.000382   -0.3818  1.9010   -0.000423
two-term estimate at w=1000 angstrom = -0.000378 eV
p = 0.8 at w = 17.25 angstrom
p = 1.0 at w = 31.85 angstrom
p = 1.2 at w = 55.60 angstrom
gap error of a 1/w line through w and 2w:
  w =   5 angstrom: -0.1026 eV
  w =  10 angstrom: -0.0385 eV
  w =  20 angstrom: -0.0033 eV
  w =  40 angstrom: +0.0081 eV
  w =  80 angstrom: +0.0070 eV
target gap error = 0.05 eV
vacuum needed, full integral = 47.7 angstrom
vacuum needed, C/w^2 alone = 92.0 angstrom
```
